# Radial nodes of hydrogen as eigenvalues of a symmetric tridiagonal matrix, part 2

We seek the nodes of the hydrogenic radial function $R_{nl}(r)$, its zeros with $0<r<\infty$. In atomic units, with point charge $Z$ and reduced mass $\mu$ in electron masses, $u=rR_{nl}$ obeys

$$-\frac{u''}{2\mu}+\left[\frac{l(l+1)}{2\mu r^2}-\frac{Z}{r}\right]u=Eu .$$

For bound states

$$E_n=-\frac{\mu Z^2}{2n^2},\qquad x=\frac{2Z\mu r}{n},$$

and $u=x^{l+1}e^{-x/2}F$, where $F=\sum_m d_mx^m$ is proportional to the Laguerre polynomial $L_k^\alpha$, with $k=n-l-1$, $\alpha=2l+1$ and

$$\frac{d_{m+1}}{d_m}=\frac{m-k}{(m+1)(m+\alpha+1)} .$$

The monic polynomials $\pi_k=(-1)^kk!\,L_k^\alpha$ satisfy, from $\pi_0=1$ and $\pi_1=x-a_0$,

$$\pi_{i+1}=(x-a_i)\pi_i-b_i^2\pi_{i-1},\qquad a_i=2i+\alpha+1,\quad b_i^2=i(i+\alpha).$$

We assume $\alpha>-1$ and take $b_i>0$ for $i\ge1$. The symmetric $k\times k$ Jacobi matrix $J_k$, rows $i=0,\dots,k-1$, has diagonal $a_i$ and $b_i$ at positions $(i,i-1)$ and $(i-1,i)$. Then $\pi_k(x)=\det(x-J_k)$. The zeros $x_j$ are its eigenvalues, with orthonormal eigenvectors $v^{(j)}$ whose last components are nonzero; $e=(0,\dots,0,1)^T$. The zeros are real and simple, with $0<x_j<4n-4$, and

$$\sum_jx_j=\sum_{i=0}^{k-1}a_i=k(k-1)+k(\alpha+1)=k(k+\alpha),\qquad \prod_jx_j=(\det B)^2=\prod_{i=1}^{k}(\alpha+i),$$

where $J_k=BB^T$ with $B$ lower bidiagonal.

A symmetric change $\delta J$ moves eigenvalues by at most $\|\delta J\|$, the largest modulus of its eigenvalues. The largest-component argument takes the eigenvector row with largest $|v_i|$, which gives $x_j\le a_i+b_i+b_{i+1}$. Double precision has $\varepsilon=2.2\times10^{-16}$ and relative rounding error up to $\eta=\varepsilon/2$.

The test case 40s has $k=39$, $\alpha=1$. Its true zeros, from Newton iteration in 80-digit arithmetic, run from $0.0918$ to $140.36$. The companion matrix, built from the rounded power coefficients of the polynomial, gives a worst root at distance 12 in $x$ from the nearest true zero.

## Interlacing from the principal submatrix

The entries $a_i,b_i$ depend on $\alpha$ but not on $k$, so $J_k$ is the leading principal submatrix of $J_{k+1}$. With $A=x-J_k$ and $x$ not an eigenvalue of $J_k$,

$$\begin{pmatrix}1&0\\ b_ke^TA^{-1}&1\end{pmatrix}\begin{pmatrix}A&-b_ke\\-b_ke^T&x-a_k\end{pmatrix}=\begin{pmatrix}A&-b_ke\\0&f(x)\end{pmatrix},$$

where $f(x)=x-a_k-b_k^2\,e^TA^{-1}e$. The second factor on the left is $x-J_{k+1}$, and the first has determinant one, so $\pi_{k+1}=\pi_kf$. The inverse is $A^{-1}=\sum_jv^{(j)}v^{(j)T}/(x-x_j)$, and therefore

$$f(x)=\frac{\pi_{k+1}(x)}{\pi_k(x)}=x-a_k-b_k^2\sum_{j=1}^k\frac{w_j}{x-x_j},\qquad w_j=\big(e^Tv^{(j)}\big)^2 .$$

Each weight $w_j$ is the square of a last component, shown above to be nonzero, so $w_j>0$; and $\sum_jw_j=e^Te=1$ by completeness. Dividing the recurrence by $\pi_k$ and comparing shows $\pi_{k-1}/\pi_k=\sum_jw_j/(x-x_j)$. Multiplying by $x-x_j$ and letting $x\to x_j$ gives $w_j=\pi_{k-1}(x_j)/\pi_k'(x_j)$.

Order the zeros as $x_1<\dots<x_k$. They cut the real line into $k+1$ open intervals, and on each $f$ is continuous with

$$f'(x)=1+b_k^2\sum_j\frac{w_j}{(x-x_j)^2}>1 .$$

Just right of a pole the term $-b_k^2w_j/(x-x_j)$ tends to $-\infty$, and just left of it to $+\infty$. At $x\to\pm\infty$, $f$ behaves as $x$. On every interval $f$ therefore rises strictly from $-\infty$ to $+\infty$ and vanishes exactly once. These $k+1$ points are zeros of $\pi_{k+1}$, which has degree $k+1$ and no others. Calling them $y_j$,

$$y_1<x_1<y_2<x_2<\dots<x_k<y_{k+1}.$$

Consistently, the recurrence at a pole gives $\pi_{k+1}(x_j)=-b_k^2\,\pi_{k-1}(x_j)=-b_k^2w_j\pi_k'(x_j)$, which is nonzero and alternates in sign with $j$, as the slope at successive simple zeros does.

The condition $\alpha>-1$ cannot be dropped. At $\alpha=-1$, $a_0=0$ and $b_1=0$, so row 0 decouples and $x=0$ is a zero of every $\pi_k$ with $k\ge1$; successive degrees share a zero. At $\alpha=-\tfrac32$, $b_1^2=-\tfrac12$, $\pi_1=x+\tfrac12$ and $\pi_2=(x-\tfrac32)(x+\tfrac12)+\tfrac12=x^2-x-\tfrac14$. The zeros $-0.2071$ and $1.2071$ of $\pi_2$ both lie to the right of the zero $-0.5$ of $\pi_1$, because the pole in $f$ has the wrong sign. The two degrees must also share $\alpha$. The states $(n,l)$ and $(n,l+1)$ differ in $\alpha$. Their matrices begin with different diagonal entries, $2l+2$ and $2l+4$, so the smaller is not the leading block of the larger, and this theorem says nothing about them.

## Counting and bisection

Interlacing yields an eigenvalue solver that uses the integers $a_i$ and $b_i^2$ alone. For a trial value $s$ define the pivots $q_i=\det(J_i-s)/\det(J_{i-1}-s)=-\pi_i(s)/\pi_{i-1}(s)$, the sign arising from $\det(J_i-s)=(-1)^i\pi_i(s)$. Dividing the recurrence by $-\pi_i(s)$ gives

$$q_1=a_0-s,\qquad q_{i+1}=a_i-s-\frac{b_i^2}{q_i}.$$

Let $N_i$ be the number of eigenvalues of $J_i$ below $s$, $N_0=0$, and suppose first that $s$ is not an eigenvalue of any $J_i$. If $x_N<s<x_{N+1}$ for $J_{i-1}$, interlacing gives $y_N<x_N<s$ and $s<x_{N+1}<y_{N+2}$ for $J_i$, so $N_i-N_{i-1}$ is 0 or 1. The determinant $\det(J_i-s)$ is the product of the differences (eigenvalue minus $s$) and has sign $(-1)^{N_i}$. Hence $q_i<0$ exactly when $N_i=N_{i-1}+1$, and summing over $i$, the number of negative pivots among $q_1,\dots,q_k$ is $N_k$. Since $r$ is proportional to $x$, this counts the nodes inside the radius $ns/(2Z\mu)$.

A pivot $q_i=0$ with $i<k$ is replaced by a tiny number of either sign. Then $q_{i+1}$ is huge with the opposite sign, the pair contributes one negative pivot in both cases, and $q_{i+2}$ tends to $a_{i+1}-s$ in both cases. If $q_k=0$, $s$ is itself a wanted zero.

The algorithm is as follows.

1. Set $k=n-l-1$, $\alpha=2l+1$. If $k=0$ there is no node. Otherwise form $a_0,\dots,a_{k-1}$ and $b_1^2,\dots,b_{k-1}^2$.
2. For each $j=1,\dots,k$ start from the bracket $(0,4n-4)$. At the midpoint $s$ count the negative pivots; if the count is at least $j$, $s$ becomes the upper end, otherwise the lower end. Repeat until the bracket is as narrow as desired. A library solver for symmetric matrices can replace this step.
3. Multiply each $x_j$ by $n/(2Z\mu)$.

A count costs of order $k$ operations and each halving gains one bit, so all zeros cost of order $k^2$ times the number of bits.

Rounding in the count is benign. Barring overflow, the subtraction $a_i-s$, the division and the final subtraction each carry a factor $1+\epsilon$ with $|\epsilon|\le\eta$, so the computed pivots obey $\hat q_{i+1}=[(a_i-s)(1+\epsilon_i)-b_i^2(1+\epsilon_i')/\hat q_i](1+\epsilon_i'')$. Define $\tilde q_{i+1}=\hat q_{i+1}/[(1+\epsilon_i)(1+\epsilon_i'')]$, which has the sign of $\hat q_{i+1}$. Then

$$\tilde q_{i+1}=a_i-s-\frac{\tilde b_i^2}{\tilde q_i},\qquad \tilde b_i^2=\frac{b_i^2\,(1+\epsilon_i')}{(1+\epsilon_i)(1+\epsilon_{i-1})(1+\epsilon_{i-1}'')} .$$

The computed count is the exact count for a symmetric matrix with the same diagonal and with $|\tilde b_i-b_i|\le2\eta b_i$ to first order, four factors in $b_i^2$ being halved by the square root. The largest-component argument used above bounds the norm of this change by $2\max_i|\tilde b_i-b_i|\le4\eta\max_ib_i$, and $b_i<k+\alpha/2=n-\tfrac12$. The count can be wrong only for $s$ within about $2\varepsilon n$ of a true zero. If $b_i^2$ is formed by squaring a rounded root, the constant grows by a small factor.

For 40s, 60 halvings give a largest deviation of $1.4\times10^{-14}$ in $x$ from the true zeros rounded to double precision. This equals $64\,\varepsilon$, the spacing of double-precision numbers between 64 and 128; rounding a reference value in that range can itself contribute half of it, so the figure shows only that bisection has reached the resolution of the arithmetic. The library symmetric solver gives $2.1\times10^{-13}$, about six times $\varepsilon\times156=3.5\times10^{-14}$, where 156 bounds $\|J_{39}\|$. These errors are absolute; relative to the smallest zero, $0.0918$, the library error is at most about $2\times10^{-12}$.

## Interlacing in the radius

The states $(n,l)$ and $(n+1,l)$ share $\alpha$ and have degrees $k$ and $k+1$, but their radii are $nx_j/(2Z\mu)$ and $(n+1)y_j/(2Z\mu)$. The inequality $nx_j<(n+1)y_{j+1}$ follows from $x_j<y_{j+1}$. The other one, $(n+1)y_j<nx_j$, is stronger than $y_j<x_j$ and does not follow from it; it is proved here from the Schrödinger equation.

Let $u=u_{nl}$ and $v=u_{n+1,l}$, with primes meaning $d/dr$. Both obey $u''=2\mu(U-E)u$ with the same effective potential $U(r)$, because $l$ is the same. For $W=uv'-u'v$,

$$W'=uv''-u''v=2\mu\,(E_n-E_{n+1})\,uv,\qquad E_n-E_{n+1}<0 .$$

Take adjacent zeros $c<d$ of $u$, with $0$ and $\infty$ included, and suppose $v$ has no zero in $(c,d)$. The overall signs of $u$ and $v$ are free, so let both be positive there. Then $W'<0$ and $W(d)<W(c)$. At a node $c$, $u$ vanishes and rises, so $W(c)=-u'(c)v(c)\le0$; at a node $d$, $u$ falls, so $W(d)=-u'(d)v(d)\ge0$. At $r=0$ both functions vanish with finite slopes, and at infinity both decay exponentially, so $W=0$ at these ends. In every case $W(d)\ge W(c)$, a contradiction. Each of the $k+1$ open intervals holds a node of $v$, and $v$ has exactly $k+1$ nodes, so each holds one. The nodes interlace strictly in $r$.

It follows that the $j$-th node moves inward as $n$ grows at fixed $l$. The steps shrink to zero, since a decreasing sequence of positive numbers converges. The series shows the mechanism: in terms of $r$ the ratio of successive terms is $[(m-k)/n]\,2Z\mu r/[(m+1)(m+\alpha+1)]$, and at fixed $m$ the factor $(m-k)/n$ tends to $-1$ while never exceeding one in modulus. On any bounded range of $r$ the polynomial, normalized to one at the origin, therefore tends to a function independent of $n$, namely the regular solution $u$ at $E=0$ divided by $r^{l+1}$ and normalized in the same way. This applies to fixed $j$; the outermost node is not covered.

## Hydrogen 5p and 6p

The model is the nonrelativistic Schrödinger equation with a point proton of finite mass, $Z=1$ and $\mu=1/(1+m_e/m_p)=0.999455679$. The Bohr radius $0.529177$ Å divided by $\mu$ is $0.529465$ Å. With the hartree equal to $27.2114$ eV, $E_5=-0.999456\times27.2114/50=-0.5439$ eV and $E_6=-0.999456\times27.2114/72=-0.3777$ eV. Relativistic corrections to these energies and node radii are of order $10^{-5}$ in relative size (in the Dirac equation the nodes of the large component move inward by $0.4\times10^{-5}$ to $2.3\times10^{-5}$ of their radius), which limits the physical meaning to about five figures; the dimensionless $x_j$ are mathematical constants and are carried further. Radii are given to three decimals as values of this model, so that differences and the finite-difference comparison can be read off.

For $l=1$, $\alpha=3$, and $k=3$ for 5p, $k=4$ for 6p. The diagonal is $4,6,8,10$ and $b_i^2=1\cdot4,\ 2\cdot5,\ 3\cdot6=4,10,18$:

$$J_4=\begin{pmatrix}4&2&0&0\\2&6&\sqrt{10}&0\\0&\sqrt{10}&8&\sqrt{18}\\0&0&\sqrt{18}&10\end{pmatrix},$$

and $J_3$ is its upper left $3\times3$ block. The recurrence gives $\pi_1=x-4$, $\pi_2=(x-6)(x-4)-4=x^2-10x+20$,

$$\pi_3=(x-8)\pi_2-10\pi_1=x^3-18x^2+90x-120,$$

$$\pi_4=(x-10)\pi_3-18\pi_2=x^4-28x^3+252x^2-840x+840 .$$

Numerical diagonalization gives $x_j=2.141216,\ 5.315517,\ 10.543267$ for $J_3$ and $y_j=1.755522,\ 4.265606,\ 8.057941,\ 13.920932$ for $J_4$. Their sums are $3\cdot6=18$ and $4\cdot7=28$, their products $4\cdot5\cdot6=120$ and $4\cdot5\cdot6\cdot7=840$, and the upper bounds $4n-4$ are 16 and 20. The order is $1.756<2.141<4.266<5.316<8.058<10.543<13.921$.

At the three $x_j$, $\pi_2$ takes the values $3.1726,\ -4.9004,\ 25.7278$, and multiplication by $-18$ gives $\pi_4(x_j)=-57.11,\ 88.21,\ -463.10$. Since $\pi_4(0)=840>0$ and $\pi_4\to+\infty$ at large $x$, the signs $+,-,+,-,+$ place one zero of $\pi_4$ in each of the four intervals. The first weight is $w_1=\pi_2(x_1)/[(x_1-x_2)(x_1-x_3)]=3.1726/(3.1743\times8.4021)=0.1190$, and the three weights $0.118956,\ 0.295307,\ 0.585737$ add up to one. The condition $f(y_1)=0$ reads $a_3-y_1=b_3^2\sum_jw_j/(x_j-y_1)$. Its left side is $10-1.7555=8.244$, and its right side is

$$18\left(\frac{0.118956}{0.385694}+\frac{0.295307}{3.559995}+\frac{0.585737}{8.787745}\right)=18\,(0.30842+0.08295+0.06665)=8.244 .$$

One bisection count, at $s=7$ for $J_4$, runs $q_1=4-7=-3$, $q_2=6-7-4/(-3)=\tfrac13$, $q_3=8-7-10/\tfrac13=-29$, $q_4=10-7-18/(-29)=3.6207$. Two pivots are negative, so two eigenvalues of $J_4$ lie below 7, namely $1.756$ and $4.266$. Both negative pivots are among the first three, so $J_3$ also has two, $2.141$ and $5.316$.

The scale factors are $\tfrac52\times0.529465=1.323664$ Å for 5p and $3\times0.529465=1.588396$ Å for 6p. Thus $r_1(5p)=2.141216\times1.323664=2.834$ Å, and the trial value $s=7$ corresponds to $11.119$ Å in 6p, a radius enclosing two nodes.

| state | nodes (Å) | nodes (bohr) |
|---|---|---|
| 5p | 2.834, 7.036, 13.956 | 5.356, 13.296, 26.373 |
| 6p | 2.788, 6.775, 12.799, 22.112 | 5.269, 12.804, 24.187, 41.786 |

The same values in ångström, to the digits shown, come from the radial Hamiltonian with no Laguerre polynomial involved. The method is a three-point second difference on uniform grids of $350n^2$ and $700n^2$ intervals in a box of length $7n^2/(Z\mu)$, linear interpolation of the sign changes of eigenvector number $k+1$, and Richardson extrapolation in the squared step.

The radii interlace, $2.788<2.834<6.775<7.036<12.799<13.956<22.112$ Å, but unevenly. In $x$ the first pair is well separated, $1.756$ against $2.141$. After scaling, $6y_1=10.533$ stands against $5x_1=10.706$, a gap of $0.046$ Å or $1.6\%$ of the 5p radius, while the third pair differs by $1.157$ Å or $8.3\%$. The factor $(n+1)/n$ uses up most of the margin that the matrix theorem provides for the first pair, in the direction expected from the approach of inner nodes to their $E=0$ positions.

For 40s the scale is $20\times0.529465=10.589$ Å. The innermost node lies at $0.091780\times10.589=0.972$ Å and the outermost at $140.36\times10.589=1486$ Å. On this scale the companion-matrix error of 12 in $x$ amounts to more than 100 Å.
